# Band offsets from layer-resolved spectra with semi-infinite boundaries

A gate stack puts a few nanometres of high-permittivity oxide on silicon, and its leakage depends on how far the oxide band edges lie beyond those of silicon. Reading these offsets from the energy levels of a finite slab raises a difficulty: confinement moves the very edges that are to be compared. Some electronic-structure programs offer semi-infinite boundaries instead. This guide derives what that setting does, how offsets are read from its layer spectra, and how the accompanying choices should be made: explicit region, lead potential and imaginary energy.

## What the boundary setting computes

Divide the junction into layers thick enough that each couples only to its neighbours. For a conserved lateral wave vector, let $h_l$ be the Hamiltonian block of layer $l$ and $T_l=H_{l,l+1}$ its coupling to the right. The orbitals are orthonormal and $G(z)=(z-H)^{-1}$.

Let $g^R_{l+1}$ be the Green function at the first layer of the part to the right of $l$, with that part cut off. Solving the equations of this part for a source in layer $l$ gives

$$G_{l+1,l}=g^R_{l+1}T_l^\dagger G_{ll}.$$

The left part similarly gives $G_{l-1,l}=g^L_{l-1}T_{l-1}G_{ll}$. Substitution into

$$(z-h_l)G_{ll}-T_lG_{l+1,l}-T_{l-1}^\dagger G_{l-1,l}=1$$

yields

$$G_{ll}=\left[z-h_l-\Sigma^L_l-\Sigma^R_l\right]^{-1},$$
$$\Sigma^L_l=T_{l-1}^\dagger g^L_{l-1}T_{l-1},\qquad \Sigma^R_l=T_lg^R_{l+1}T_l^\dagger .$$

The cut functions follow from one another, $g^L_l=[z-h_l-\Sigma_l^L]^{-1}$, and likewise from the right. One sweep in each direction gives every layer.

The sweeps start from the surface functions of uniform leads. For a right lead, write $\epsilon_s$ and $\epsilon$ for the surface and interior blocks, and $\alpha=T$, $\beta=T^\dagger$ for the couplings outward and back. With $g=(z-\epsilon)^{-1}$, each odd layer obeys $G_n=g(\beta G_{n-1}+\alpha G_{n+1})$. Inserting this into the equations of the even layers leaves a chain of the same form with

$$\epsilon_s\to\epsilon_s+\alpha g\beta,\qquad \epsilon\to\epsilon+\alpha g\beta+\beta g\alpha,$$
$$\alpha\to\alpha g\alpha,\qquad \beta\to\beta g\beta .$$

All right-hand sides use the old values. Each pass doubles the spacing of the remaining layers. For $\mathrm{Im}\,z>0$ the couplings die out, and $(z-\epsilon_s)^{-1}$ becomes the surface function. No outer wall remains.

The local spectrum per spin is $\rho_l(E)=-\mathrm{Im}\,\mathrm{Tr}\,G_{ll}(E+i0)/\pi$.

## Why the visible onset is a poor ruler

Just below the silicon valence edge, at zero lateral wave vector, the oxide admits only decaying waves, so silicon waves are totally reflected. Let $x$ be the energy distance from the edge and $k\propto\sqrt{x}$ the wave number. The bulk one-dimensional spectrum varies as $dk/dx\propto x^{-1/2}$. Near the junction the standing wave has squared amplitude proportional to $k^2$, unless a bound state sits at threshold. The interface spectrum therefore varies as $k^2x^{-1/2}\propto x^{1/2}$.

When $x$ is quadrupled, the spectrum should thus double at the interface and halve in the bulk. The example below gives factors 2.000 and 0.500. The edge has not moved, but its signal near the junction is weak, and a threshold chosen by eye places it too deep in the band. In the oxide the opposite problem occurs: silicon states leak into its gap and give it a nonzero spectrum there.

## Reading an edge from the leaking states

Consider a flat right-hand plateau beginning at layer $p$. Everything to its left acts on it through the self-energy of layer $p$. Let $G^0$ belong to an infinite uniform oxide, and let $\Delta$ be the difference between the actual left self-energy and the uniform one. For $l\ge p$, Dyson's equation is

$$G_{ll}=G^0_{ll}+G^0_{lp}\Delta G_{pl},\qquad G_{pl}=(1-G^0_{pp}\Delta)^{-1}G^0_{pl}.$$

Hence $G_{ll}=G^0_{ll}+G^0_{lp}XG^0_{pl}$, with $X=\Delta(1-G^0_{pp}\Delta)^{-1}$ independent of $l$.

To find how $G^0_{lp}$ decays, take a model with one even and one odd orbital per layer and

$$h=\begin{pmatrix}E_c+B&0\\0&E_v-B\end{pmatrix},\qquad T=\frac B2uv^T,\quad u=\binom11,\quad v=\binom{-1}{1}.$$

These apply at zero lateral wave vector. Elsewhere the diagonal elements gain $+ws$ and $-ws$, where $s=2-\cos k_xa-\cos k_ya$ and $a$ is the lateral cell length.

With $g$ the lead surface function, $G^0_{l+1,p}=FG^0_{lp}$, where $F=gT^T=(B/2)gvu^T$. Therefore

$$F^2=\lambda F,\qquad \lambda=\frac B2u^Tgv .$$

For $l>p$ this gives $G^0_{lp}=\lambda^{l-p-1}FG^0_{pp}$. Since $H$ is real at fixed lateral wave vector, $G^0_{pl}$ is the transpose. Both factors decay alike, so

$$G_{ll}(z)=G_{\rm bulk}(z)+\Phi(z)\lambda(z)^{2l}.$$

Differences of one matrix element, provided it is nonzero in $\Phi$, remove the unknown bulk term:

$$\lambda^2=\frac{G_{l+2}-G_{l+1}}{G_{l+1}-G_l}.$$

On the silicon side the layers are counted outward to the left.

The link to the band edges is the dispersion. The Bloch matrix $h+Te^{ikd}+T^Te^{-ikd}$, for layer spacing $d$, has off-diagonal elements $\pm iB\sin kd$. Put $M=(E_c-E_v)/2$, $E_0=(E_c+E_v)/2$ and $c=1-\cos kd$. Setting the determinant to zero gives

$$\begin{aligned}(E-E_0)^2&=(M+Bc)^2+B^2\sin^2kd\\&=M^2+2MBc+B^2c^2+B^2c(2-c)\\&=M^2+2B(M+B)c.\end{aligned}$$

The second line uses $\sin^2kd=c(2-c)$. A decaying wave has $e^{ikd}=\lambda$, hence

$$C(z)\equiv\frac{\lambda+\lambda^{-1}}2-1=\frac{M^2-(z-E_0)^2}{2B(M+B)}.$$

The two edges of the gap are the zeros of $C$. Because $C$ is quadratic, its values at three complex energies determine both edges, without knowledge of $M$, $B$ or $E_0$. In the square root of $\lambda^2$, take the root with positive real part for energies near this gap, whose edges lie at $k=0$. Edges at the zone boundary would need the negative root and lie at $C=-2$.

This procedure needs no small broadening, since every relation holds at complex $z$. It does need an exactly flat potential at and beyond the layers used. In the example the readout uses the first three lead layers outside the explicit region, where the potential is constant by construction; there, changing the imaginary energy from 0.1 to 0.3 eV moves no edge by more than $6\times10^{-8}$ eV.

A general material has several decaying modes. The scalar ratio is then no longer exact: at best it approaches the slowest-decaying mode far from the junction, and $C$ need not be quadratic in energy. A matrix mode analysis can separate the modes. The practical alternative is to calculate the bulk edges relative to the lead potential and add the plateau potential.

## The lead potential must be an output

Recursion reads a lineup; it does not create one. The lineup consists of the bare bulk energies and the potential step caused by interface charge.

With the Fermi level $\mu$ in the common gap, layer charge can be computed far from the real-energy singularities. For one level $\varepsilon$,

$$\frac1\pi\int_0^\infty\mathrm{Re}\,\frac{dy}{\mu-\varepsilon+iy}
=\frac1\pi\int_0^\infty\frac{(\mu-\varepsilon)\,dy}{(\mu-\varepsilon)^2+y^2}=\pm\frac12,$$

positive if the level is occupied. Its zero-temperature occupation is this integral plus $1/2$. Two orbitals and two spins give a constant of 2, which is also the bulk filling: one full band with two spins. The excess is therefore

$$\delta n_l=\frac2\pi\int_0^\infty\mathrm{Re}\,\mathrm{Tr}\,G_{ll}(\mu+iy)\,dy,$$

averaged over lateral wave vectors.

Treat each layer as a charged sheet of area $A$ per cell in a background of relative permittivity $\varepsilon_b$, which represents screening outside the two orbitals. Gauss's law makes the electric field jump by $-e\,\delta n_l/(\varepsilon_0\varepsilon_bA)$. Electron potential energy $U$ has slope $e$ times the field. With no field deep in silicon,

$$U_{l+1}-U_l=-K\sum_{j\le l}\delta n_j,\qquad K=\frac{e^2d}{\varepsilon_0\varepsilon_bA}.$$

Summing again from $U=0$ deep in silicon gives $U_L=-K\sum_{j<L}(L-j)\delta n_j$. If the net charge vanishes, the term in $L$ drops out and the oxide plateau lies at

$$U_{\rm ox}=K\sum_jj\,\delta n_j .$$

Charges and potential are iterated to consistency. The oxide lead must move with $U_{\rm ox}$. A setting that freezes both lead potentials at chosen values imposes the difference between the far band edges. If this does not match the step made by the interface dipole, the remainder appears as a field across the region, and the far edges no longer give the offset.

In this model the dipole is driven by the difference of midgap energies. If both midgaps equal $\mu$ and $U=0$, exchanging the two orbitals in every layer turns $H-\mu$ into its negative. Then $\mathrm{Tr}\,G_{ll}(\mu+iy)=-\mathrm{Tr}\,G_{ll}(\mu-iy)$. For real $H$ the two traces are complex conjugates, so the real part is zero and no layer is charged.

## Worked example in the silicon–hafnium dioxide regime

The silicon-like side has bare edges 0 and 1.10 eV, $B=1.50$ eV and $w=1.50$ eV. The oxide-like side has edges $-3.40$ and 2.40 eV, $B=2.00$ eV and $w=1.00$ eV. The interface coupling has the same matrix form with $B=1.75$ eV. Further, $d=0.27$ nm, $a=0.38$ nm, $\varepsilon_b=2$ and $\mu=0.55$ eV, which give $K=16.917$ eV per electron.

The oxide midgap initially lies 1.05 eV below that of silicon. Electrons move into the oxide: 0.00554 per lateral cell after self-consistency, with a net charge of only $-2.6\times10^{-10}$ electrons. Most of the dipole lies between the last silicon layer, numbered 0, and the first oxide layer, numbered 1. The potential rise between them is

$$16.917\times0.00554=0.0937\ \text{eV},$$

in agreement with $0.1122-0.0185$ eV. Including the other layers, the plateau step is 0.1225 eV.

The layer readout, taken in the first lead layers on each side, gives oxide edges at $-3.2775$ and 2.5225 eV, equal to the bare edges plus this step. With silicon edges at 0 and 1.1000 eV,

$$\Delta E_v=0-(-3.2775)=3.28\ \text{eV},$$
$$\Delta E_c=2.5225-1.1000=1.42\ \text{eV}.$$

Their sum, 4.70 eV, equals the gap difference $5.80-1.10$ eV.

The leaking spectrum can be followed by hand. At $-1$ eV the shifted oxide midgap is $-0.5+0.1225=-0.3775$ eV, so

$$\cosh\kappa d=1+\frac{2.9^2-0.6225^2}{2(2.0)(4.9)}=1.409,\qquad e^{-2\kappa d}=0.173.$$

The spectra of the sixth and seventh oxide layers have this ratio: 0.17333, against 0.17327 from the complex band. At 0.5 eV, inside both gaps, the listed spectra of order $10^{-9}$ to $10^{-10}$ per eV are residues proportional to the small imaginary energy, not states.

## What a slab would have given

A silicon slab of $N$ layers quantises $k$ near $\pi/[(N+\nu)d]$, where $\nu$ represents the boundary phase. Expanding the dispersion at small $k$ gives the edge error

$$\delta\simeq\frac{B(M+B)}{2M}(kd)^2=\frac{1.5\times2.05}{1.1}\frac{\pi^2}{(N+\nu)^2}=\frac{27.6\ \text{eV}}{(N+\nu)^2}.$$

The computed slab keeps the ten oxide layers on one side and has open outer ends. For 80 silicon layers (21.6 nm) its error is 3.93 meV, hence an effective $\nu\simeq3.8$, which also absorbs the slight non-parabolicity of the band. The same $\nu$ predicts 1.03 meV for 160 layers, as computed. It also explains why doubling the thickness reduces the error by 3.82 rather than 4. At 20 layers (5.4 nm) the error is 48 meV.

A separate ten-layer oxide film, held at the plateau potential, has its valence edge 119.5 meV too low. Combining it with the 20-layer silicon slab makes the valence offset too large by $119.5-47.7=71.8$ meV. The two errors partly cancel because both valence edges move down; they need not cancel fully, since thicknesses, masses and boundary phases differ. These shifts belong to the model's normal masses, 0.19 and 0.31 $m_0$ for electrons and holes alike; heavier holes would give smaller ones.

## Choosing the settings

**Explicit region.** Include layers until charge and potential have settled on both sides, then enlarge the region and compare. Here 20 silicon and 10 oxide layers suffice: going to 26 and 14 changes the step by less than 0.001 meV.

**Lateral sampling.** Refine it separately, as it enters through the charge. Going from four to six points per positive half-axis changes the step by 0.16 meV.

**Imaginary energy.** Use a small value for displaying spectra. For the edge readout a moderate value is safe when the single-mode relation holds and the potential is flat at the readout layers.

**Readout layers.** Use the first lead layers beyond the explicit region, where the potential is exactly flat. Inside the region the residual potential tail decays about as fast as the signal, and a tail far below 1 meV can still shift the extracted edges by several meV. Go no deeper than needed: the useful difference shrinks as $|\lambda|^{2l}$ and is eventually lost in rounding. Energies nearer the band edges have longer tails and help. At silicon midgap the oxide density decays over only 0.16 nm.

**Fields.** The zero-field offset requires flat plateaus. With an applied field, the edges must be extrapolated to the interface.

## How far the number carries over

The gaps, and offsets of roughly 3 eV for holes and 1.5 eV for electrons, are in the usual range for silicon with hafnium dioxide. This is not a prediction, because the bare energies were chosen in that regime. Of an added 0.2 eV bare step, 88% survives screening, so in the model an extra interface layer or bonding dipole of that size moves the offset by about 0.18 eV. This fraction is a model value: background and orbitals together give a permittivity of only about 2.7 on the silicon side and 2.2 on the oxide side, against 11.7 for silicon, so a real interface may screen quite differently. With other inputs fixed, raising $\varepsilon_b$ to 4 gives a valence offset of 3.33 eV, and lowering the interface coupling to 1.4 eV gives 3.32 eV. The omitted dipole within each layer, for an assumed matrix element of 0.1 nm, contributes about 0.07 eV in magnitude in a first-order estimate that is not iterated to consistency and fixes only the order of size. A working gate also breaks the zero-field assumption: 1 MV/cm in the oxide tilts its bands by 27 meV per layer. Doping of $10^{17}$ cm$^{-3}$ bends the 5.4 nm silicon region by about 2 meV if the depletion ends at its edge. A depletion layer tens of nanometres wide brings its own field and bends the same region by tens of meV. The model's direct gap omits silicon's off-centre conduction valleys, and a disordered oxide does not conserve lateral wave vector. The offsets are therefore uncertain by at least a tenth of an electronvolt as statements about a real stack, although the boundary calculation itself is converged far more closely. The numerical output follows.

## Numbers as computed

```
Si-like: bare Ev, Ec, b, w = 0.00, 1.10, 1.50, 1.50 eV
oxide-like: bare Ev, Ec, b, w = -3.40, 2.40, 2.00, 1.00 eV
interface coupling b = 1.75 eV; Fermi level = 0.55 eV
layer spacing, lateral cell = 0.27, 0.38 nm
background relative permittivity = 2.0
layers solved: Si 20, oxide 10
Poisson constant K = 16.917 eV per electron
bare midgap mismatch = 1.050 eV
electrons moved to oxide per cell, U=0: 0.00614
same, self-consistent: 0.00554
net charge, self-consistent = -2.6e-10 electrons per cell
layer -2: excess electrons -0.00013, U +0.0014 eV
layer -1: excess electrons -0.00063, U +0.0047 eV
layer +0: excess electrons -0.00472, U +0.0185 eV
layer +1: excess electrons +0.00500, U +0.1122 eV
layer +2: excess electrons +0.00048, U +0.1213 eV
layer +3: excess electrons +0.00005, U +0.1223 eV
oxide plateau step = 0.1225 eV
Si edges read from layers = 0.00000, 1.10000 eV
oxide edges read from layers = -3.27751, 2.52249 eV
VALENCE OFFSET = 3.2775 eV = 3277.5 meV
CONDUCTION OFFSET = 1.4225 eV = 1422.5 meV
bare offsets: valence 3.400, conduction 1.300 eV
edge change, imaginary energy 0.1 to 0.3 eV = 5.6e-08 eV
largest Green-function error = 3.5e-16 1/eV
largest layer-charge error = 2.8e-11 electrons
local spectra at zero lateral k, states/(eV layer spin), at E = -1.0, 0.5, 1.5 eV
  layer -9: 1.13e-01, 3.30e-09, 3.59e-01
  layer +0: 3.46e-01, 2.52e-09, 3.10e-01
  layer +1: 2.83e-02, 5.66e-10, 5.25e-02
  layer +2: 4.90e-03, 4.09e-10, 1.31e-02
  layer +3: 8.49e-04, 3.82e-10, 3.29e-03
  layer +6: 4.42e-06, 3.76e-10, 5.18e-05
oxide tail ratio at -1 eV: layers 0.17333, complex band 0.17327
oxide density decay length at Si midgap = 0.159 nm
threshold ratio rho(4x)/rho(x): interface 1.9999, bulk 0.5000
Si slab 20 layers (5.4 nm): edge error 47.74 meV
Si slab 80 layers (21.6 nm): edge error 3.93 meV
Si slab 160 layers (43.2 nm): edge error 1.03 meV
slab error ratio, 80 to 160 layers = 3.817
oxide film 10 layers: valence-edge error 119.5 meV
valence-offset bias, 20-layer Si and 10-layer oxide = 71.8 meV
step change: larger region 0.000 meV, finer lateral grid 0.161 meV
valence offset at permittivity 4 = 3.3343 eV
valence offset at interface b 1.4 eV = 3.3183 eV
fraction of an added bare 0.2 eV step that survives = 0.8788
omitted on-layer dipole, element 0.1 nm: bare 0.074, screened estimate 0.065 eV
normal masses Si, oxide = 0.187, 0.309 m0
lateral masses Si, oxide = 0.352, 0.528 m0
doping 1e+17 cm^-3, Si permittivity 11.7: bending over Si region 2.25 meV
oxide field 1 MV/cm: tilt 27.0 meV/layer
300 K: kT 25.85 meV, midgap Boltzmann factor 5.8e-10
```
